Chebyshev moments of a ring and the onset of finite-size effects

**Problem**

A particle hops on a ring of L identical sites, labelled j = 0, 1, ..., L − 1. Let S be the cyclic shift, S|j⟩ = |j + 1 mod L⟩. The Hamiltonian is

H = ε₀ + h (S + S⁻¹),

with real h ≠ 0. Take L ≥ 3, so that each site has two different neighbours. The kernel polynomial method works with a Hamiltonian scaled into the interval from −1 to 1. Here the scaling is

X = (H − ε₀)/(2h) = (S + S⁻¹)/2.

The method uses the Chebyshev polynomials Tₙ, defined by Tₙ(cos θ) = cos nθ, and the moments

μₙ = (1/L) Tr Tₙ(X),

with the trace evaluated exactly. From the N moments μ₀, ..., μ_{N−1} it builds the density of states per site

ρ_N(x) = [g₀μ₀ + 2 Σ_{n=1}^{N−1} gₙ μₙ Tₙ(x)] / (π√(1 − x²)).

The damping factors gₙ, with g₀ = 1, suppress the oscillations caused by cutting the series off.

(a) Find μₙ for every integer n ≥ 0.

(b) How many moments can be kept before ρ_N differs from the result for an infinite chain, and what does the first difference look like?

(c) What motion of the particle produces that difference?

Evaluate the results for L = 12.

**A tempting solution**

The plane waves Σⱼ exp(−ikj)|j⟩ are eigenvectors of S with eigenvalue exp(ik). Since S^L = 1, the allowed values are k_m = 2πm/L with m = 0, ..., L − 1. The eigenvalue of X is then

[exp(ik_m) + exp(−ik_m)]/2 = cos k_m.

By the definition of Tₙ,

μₙ = (1/L) Σ_m cos(n k_m) = Re (1/L) Σ_{m=0}^{L−1} q^m, with q = exp(2πin/L).

This is a geometric sum, so

Σ_{m=0}^{L−1} q^m = (q^L − 1)/(q − 1).

Because q^L = exp(2πin) = 1, the numerator vanishes. Hence μₙ = 0 for every n ≥ 1, while μ₀ = 1. These moments give

ρ_N(x) = 1/(π√(1 − x²))

for every N. The density is smooth however many moments are kept, and the size of the ring never shows.

**Where it fails**

The conclusion can be checked at one order, n = L. Every level then gives

T_L(cos k_m) = cos(L · 2πm/L) = cos(2πm) = 1.

The average of L ones is 1, not 0.

The fault is the division by q − 1. The geometric formula follows from

(q − 1) Σ_{m=0}^{L−1} q^m = q^L − 1,

and this determines the sum only if q ≠ 1. When n is a multiple of L, q = 1 and the identity reads 0 = 0. It says nothing about the sum, which must be found directly.

**Solution of (a): the moments**

There are two cases.

If L divides n, then q = 1, each of the L terms equals 1, and the average is 1. If L does not divide n, then n/L is not an integer, so q ≠ 1. The division is allowed and the sum is zero. Therefore

μₙ = 1 if L divides n, and μₙ = 0 otherwise.

The case n = 0 is included, because L divides 0.

The sign of the scaling matters here. If h is negative and H − ε₀ is divided by 2|h| instead of 2h, the scaled matrix is −X. From cos n(π − θ) = (−1)ⁿ cos nθ it follows that Tₙ(−x) = (−1)ⁿ Tₙ(x), so each moment acquires the factor (−1)ⁿ. For even L nothing changes, since all multiples of L are even. For L = 7 the first two non-zero moments after μ₀ become μ₇ = −1 and μ₁₄ = 1. The order at which the ring first shows is still L.

**Solution of (b): the density of states**

For the infinite chain, k is uniformly distributed between −π and π. Each x between −1 and 1 is reached at two values, k = ±θ with x = cos θ, and |dx/dk| = sin θ at both. The density of states per site is therefore

ρ_∞(x) = (1/2π) · 2/sin θ = 1/(π√(1 − x²)).

Its moments follow from dx = −sin θ dθ, whose sine cancels the square root:

μₙ^∞ = ∫_{−1}^{1} Tₙ(x) ρ_∞(x) dx = (1/π) ∫₀^π cos nθ dθ.

This is 1 for n = 0. For n ≥ 1 it is sin(nπ)/(nπ) = 0.

The ring and the infinite chain thus have the same moments for n = 0, 1, ..., L − 1 and differ first at n = L. Since ρ_N uses orders up to N − 1, all N ≤ L give

ρ_N(x) = 1/(π√(1 − x²))

for both systems, whatever the damping factors with g₀ = 1. The agreement is an equality, not an approximation that improves with L.

If L < N ≤ 2L, the highest order kept is at most 2L − 1. The one non-zero moment besides μ₀ is then μ_L = 1, and with x = cos θ

ρ_N(x) = [1 + 2g_L cos(Lθ)] / (π sin θ).

The first difference is a ripple of relative amplitude 2|g_L|, provided g_L ≠ 0. For g_L > 0 the factor in brackets is largest where Lθ is a multiple of 2π. Those angles are θ = 2πm/L, the positions of the ring's levels. The ripple is the first sign of the discrete spectrum.

**The ring of twelve sites**

Energies are measured from ε₀ in units of 2h, so x and the densities have no unit. The twelve values of k give seven distinct levels: k = 0 and k = π stand alone, and the other ten form five pairs ±k. The moments μ₁ to μ₁₁ vanish, while μ₁₂ = μ₂₄ = 1.

Take the Jackson damping factors,

gₙ = [(N − n + 1) cos(na) + sin(na) cot a]/(N + 1), a = π/(N + 1).

At n = 0 this gives g₀ = 1, as required. Compare two energies. At x = 0, θ = π/2 and cos 12θ = cos 6π = 1, so this is a level. At x = cos(5π/12) = 0.2588, cos 12θ = cos 5π = −1, and this point lies midway in angle between two levels. The infinite-chain densities there are 0.3183 and 0.3295.

With N = 12 the ring gives the same two numbers. Seven separate levels leave no trace in the reconstructed density.

With N = 13 the moment μ₁₂ enters with g₁₂ = 0.00707, so 2g₁₂ = 0.0141:

at the level: 0.3183 × (1 + 0.0141) = 0.3228,
midway: 0.3295 × (1 − 0.0141) = 0.3249.

The midway value is still the larger one, because the smooth factor 1/sin θ grows away from x = 0. The ripple appears on comparing each number with its infinite-chain value.

The ripple is faint because the Jackson factor of the last order kept is small. Put n = N − 1. Then na = π − 2a, so cos(na) = −cos 2a and sin(na) = sin 2a. With sin 2a cot a = 2cos²a and cos 2a = 2cos²a − 1,

g_{N−1} = [−2cos 2a + 2cos²a]/(N + 1) = [2 − 2cos²a]/(N + 1) = 2 sin²a/(N + 1).

For large N this falls as 2π²/N³. The moment μ_L itself is not small; the damping hides most of it.

With N = 24 the same moment has g₁₂ = 0.3487, so 2g₁₂ = 0.6973:

at the level: 0.3183 × (1 + 0.6973) = 0.5403,
midway: 0.3295 × (1 − 0.6973) = 0.0997.

The level at x = 0 now stands out clearly.

**Solution of (c): motion round the ring**

The Chebyshev polynomials of X have a simple form in terms of shifts:

Tₙ(X) = (Sⁿ + S⁻ⁿ)/2.

This holds for n = 0, where both sides are the identity, and for n = 1, where both are X. The recursion T_{n+1}(X) = 2X Tₙ(X) − T_{n−1}(X) carries it to higher orders, because

2X Tₙ(X) = (S + S⁻¹)(Sⁿ + S⁻ⁿ)/2
= [S^{n+1} + S^{−(n+1)}]/2 + [S^{n−1} + S^{−(n−1)}]/2,

and subtracting T_{n−1}(X) removes the second bracket.

The operator Tₙ(X) therefore moves the particle n sites one way or n sites the other way. Its diagonal element at site j is non-zero only if n steps in one direction lead back to j, which requires L to divide n. The element is then 1. Each site has the same moments as the average, so the result also holds for the local density of states. The first difference from the infinite chain comes from going once round the ring.

Ordinary powers of X show the same onset. Expanding (S + S⁻¹)ⁿ, the term with r backward steps is a binomial coefficient C(n, r) times S^{n−2r}. It returns to its starting site if n − 2r is a multiple of L. For n < L, |n − 2r| ≤ n < L, so the net displacement must be zero, as on the infinite chain. At n = L two further walks close, r = 0 and r = L, one in each direction. For L = 12 there are 252 closed walks of 10 steps from a given site, on the ring and on the infinite chain alike. With 12 steps there are 926 on the ring and 924 on the chain.

A phase φ collected on going once round the ring, as from a magnetic flux through it, tests this explanation. The shift then obeys S^L = exp(iφ), and the allowed wave numbers become k_m = (2πm + φ)/L. The moment is

μₙ = Re [exp(inφ/L) (1/L) Σ_m q^m].

The sum still vanishes unless n = rL with integer r, and then

μ_{rL} = cos(rφ).

The phase changes the moments of paths that encircle the ring. It leaves μ₀ = 1, and the moments whose order is not a multiple of L stay at zero. For L = 12 and φ = π/3, μ₁₂ = 0.5 and μ₂₄ = −0.5. At φ = π/2 the moment μ_L vanishes too, and the size first shows at order 2L, where μ_{2L} = −1.

**What "invisible below order L" covers**

Any polynomial of degree below L is a combination of T₀, ..., T_{L−1}. Its average over the levels of the ring therefore equals its average over ρ_∞. This also covers a scaling that leaves a margin at the band edges, so that the spectrum is b cos k with 0 < b < 1. The moments below order L need not vanish then, but they still agree with those of the infinite chain scaled in the same way. At order L, the leading term of T_L(bx) is b^L times that of T_L(x). The two moments therefore differ by b^L instead of 1.

For the moments of the trace, the absence of edges is essential. Remove one bond to make an open chain of L sites. Its eigenvectors are sine waves vanishing at the fictitious sites just beyond the two ends, and its scaled levels are cos(πp/(L + 1)) with p = 1, ..., L. For 1 ≤ n < 2(L + 1), the geometric sum gives

Σ_{p=0}^{2L+1} cos(πnp/(L + 1)) = 0.

The term p = 0 is 1, the term p = L + 1 is (−1)ⁿ, and the terms p and 2(L + 1) − p are equal. Hence

1 + (−1)ⁿ + 2L μₙ = 0,

so μₙ = −1/L for even n and 0 for odd n in this range. The open chain shows its size at n = 2 already, with μ₂ = −0.0833 for L = 12. This early signal comes from the end sites. For L = 12 the local moments of the end sites first depart from the infinite chain at n = 2, those of the next sites at n = 4, and those of the two middle sites only at n = 12.

Nor does the statement make the ring equivalent to the infinite chain. A function that is not a polynomial of degree below L can tell them apart. Take the average of |x|. If all levels with x < 0 are filled, the energy per site is the average of (x − |x|)/2, which is −⟨|x|⟩/2 because μ₁ = 0. The average of |x| is thus a physical quantity. For the infinite chain it is

(1/π) ∫₀^π |cos θ| dθ = 2/π.

For the ring, expand |cos θ| in cosines. The coefficients of odd order vanish, because |cos θ| is unchanged under θ → π − θ while cos nθ changes sign. For order 2s, with s ≥ 1,

c_{2s} = (4/π) ∫₀^{π/2} cos θ cos 2sθ dθ
= (2/π) ∫₀^{π/2} [cos(2s + 1)θ + cos(2s − 1)θ] dθ
= (2/π)(−1)^s [1/(2s + 1) − 1/(2s − 1)]
= (4/π)(−1)^{s+1}/(4s² − 1).

These coefficients fall as 1/s², so the series converges absolutely and can be averaged term by term, each cos nθ giving μₙ. For L = 12 the surviving orders are 2s = 12r with r ≥ 1. Then s = 6r is even and 4s² = 144r², so

⟨|x|⟩_ring − 2/π = −(4/π) Σ_{r≥1} 1/(144r² − 1).

The numbers are 0.6220 for the ring and 0.6366 for the infinite chain, a difference of −0.0146. Order 12 supplies −0.0089 of it and order 24 another −0.0022. The whole difference comes from paths that encircle the ring, and a calculation with N ≤ 12 moments contains none of it.

The numerical check checks the moments, densities, walk counts and limiting cases numerically.

Computed results

```
All energies and densities are dimensionless (energy unit 2h)
ring size L = 12 sites
distinct ring levels = 7
ring moment mu_0 = 1.000000
ring moment mu_1 = 0.000000
ring moment mu_2 = 0.000000
ring moment mu_6 = 0.000000
ring moment mu_11 = 0.000000
ring moment mu_12 = 1.000000
ring moment mu_13 = 0.000000
ring moment mu_23 = 0.000000
ring moment mu_24 = 1.000000
largest |mu_n| for n = 1 to 11: 0.000000
x at a level = 0.000000, x midway in angle = 0.258819
infinite-chain density, level = 0.318310
infinite-chain density, midway = 0.329539
N = 12: density at level = 0.318310, midway = 0.329539
N = 13: Jackson g_12 = 0.007074, relative ripple 2 g_12 = 0.014147
N = 13: density at level = 0.322813, midway = 0.324877
N = 24: Jackson g_12 = 0.348659, relative ripple 2 g_12 = 0.697318
N = 24: density at level = 0.540273, midway = 0.099746
closed walks of 10 steps: ring 252, infinite chain 252
closed walks of 12 steps: ring 926, infinite chain 924
phase pi/3: mu_11 = 0.000000, mu_12 = 0.500000, mu_24 = -0.500000
open chain of 12 sites: mu_1 = 0.000000, mu_2 = -0.083333
mean |x|: ring 0.622008, infinite chain 0.636620
difference of mean |x| = -0.014611
part of it from order 12 = -0.008904, from order 24 = -0.002214
sum over winding orders = -0.014611
L = 7 with spectrum -cos k: mu_7 = -1.000000, mu_14 = 1.000000
```
